**Channel-cracking thickness of a coherent alloy film**

The program examines $h_c=\Gamma\bar E/(Z\sigma^2)$, where $\Gamma$ is the fracture energy, $\bar E=E/(1-\nu^2)$ the plane-strain modulus, $\sigma$ the film stress and $Z$ a pure number. With misfit strain proportional to alloy fraction $x$, doubling $x$ divides $h_c$ by four. A finite-element energy minimization finds the two thresholds by root search without using this scaling. The program asserts that they agree with the formula within 2 percent and that their ratio is 0.25 within 0.0025; the output shows 177.1 nm, 44.2 nm and 0.2497. It also asserts the biaxial stress relation, the work of crack opening, the value of $Z$, the driving force at the lower crack edge, and the same ratio for a crack entering an equally tough substrate. For misfit dislocations it asserts the logarithm in the line energy and the work done by the film stress. The remaining output sizes the effects of added strain, partial relaxation and composition-dependent properties, which move the ratio to values between 0.243 and 0.309.

## Check in Python

```python
"""Result under test: a coherent tensile film with misfit strain = slope * x
(x = alloy fraction) and constant fracture energy has a channel-cracking
thickness h_c = Gamma * Ebar / (Z * sigma^2), so doubling x divides h_c by 4.

Gamma : fracture energy per crack area (J/m^2)
E, nu : Young modulus (GPa) and Poisson ratio; Ebar = E / (1 - nu^2)
sigma : equal biaxial film stress = E * strain / (1 - nu)
Z     : pure number in the driving force G = Z * sigma^2 * h / Ebar
Lengths are in nm and stresses in GPa, so GPa * nm = J/m^2.
The independent road is a finite-element minimization of elastic energy in a
cross-section normal to the channel (no total strain along the channel).
"""
import numpy as np
from scipy.integrate import trapezoid
from scipy.optimize import brentq, minimize_scalar
from scipy.sparse import coo_matrix
from scipy.sparse.linalg import spsolve

E, NU, GAMMA = 300.0, 0.25, 4.0
SLOPE, X1 = 0.024, 0.2
X2 = 2 * X1
BURGERS = 0.32
BOX = 8000.0          # depth and half-width of the simulated body, nm
EBAR = E / (1 - NU**2)


def film_stress(strain, young=E, nu=NU):
    return young * strain / (1 - nu)


def relaxed_energy(h, strain, depth, opening=None, young_film=E, nu=NU,
                   growth=1.2, tip=None):
    """Minimum elastic energy per channel length, and the area of the opening
    within the film. opening=None: traction-free crack faces down to depth;
    a number: faces held apart by that distance (0 means no crack)."""
    tip = 0.02 * depth if tip is None else tip

    def graded(length):
        count = int(np.log(1 + length / tip) / np.log(growth))
        points = tip * (growth ** np.arange(count + 1) - 1)
        points[-1] = length
        return points

    x = graded(BOX)
    z = np.concatenate([depth - graded(depth)[::-1],
                        depth + graded(BOX - depth)[1:]])
    z = np.union1d(z, [h])
    nx, nz = len(x), len(z)
    ix, iz = [a.ravel() for a in np.meshgrid(np.arange(nx - 1),
                                             np.arange(nz - 1), indexing="ij")]
    width, height = np.diff(x)[ix], np.diff(z)[iz]
    in_film = (0.5 * (z[1:] + z[:-1]))[iz] < h
    young = np.where(in_film, young_film, E)

    # strain order: across the crack, vertical, along the channel, shear
    stiff = np.zeros((4, 4))
    stiff[:3, :3] = nu / ((1 + nu) * (1 - 2 * nu))
    stiff[:3, :3] += np.eye(3) / (1 + nu)
    stiff[3, 3] = 0.5 / (1 + nu)
    misfit = np.array([strain, strain, strain, 0.0])

    corners = [(0, 0), (1, 0), (1, 1), (0, 1)]
    nodes = np.stack([(ix + i) * nz + iz + j for i, j in corners], axis=1)
    dofs = np.stack([2 * nodes, 2 * nodes + 1], axis=2).reshape(len(ix), 8)
    k_el = np.zeros((len(ix), 8, 8))
    g_el = np.zeros((len(ix), 8))
    gauss = [0.5 - 0.5 / np.sqrt(3), 0.5 + 0.5 / np.sqrt(3)]
    for p in gauss:
        for q in gauss:
            b = np.zeros((len(ix), 4, 8))
            for k, (i, j) in enumerate(corners):
                d_x = (1 if i else -1) * (q if j else 1 - q) / width
                d_z = (p if i else 1 - p) * (1 if j else -1) / height
                b[:, 0, 2 * k] = d_x
                b[:, 1, 2 * k + 1] = d_z
                b[:, 3, 2 * k] = d_z
                b[:, 3, 2 * k + 1] = d_x
            weight = young * width * height / 4
            k_el += weight[:, None, None] * (b.transpose(0, 2, 1) @ stiff @ b)
            g_el += (weight * in_film)[:, None] * ((misfit @ stiff) @ b)
    size = 2 * nx * nz
    rows = np.repeat(dofs, 8, axis=1).ravel()
    cols = np.tile(dofs, (1, 8)).ravel()
    matrix = coo_matrix((k_el.ravel(), (rows, cols)), shape=(size, size)).tocsr()
    load = np.bincount(dofs.ravel(), g_el.ravel(), minlength=size)
    base = 0.5 * np.sum(young * width * height * in_film) * (misfit @ stiff @ misfit)

    u = np.zeros(size)
    fixed = np.zeros(size, dtype=bool)
    plane = 2 * np.arange(nz)
    cracked = z < depth
    fixed[plane[~cracked]] = True
    if opening is not None:
        fixed[plane[cracked]] = True
        u[plane[cracked]] = opening / 2
    fixed[2 * ((nx - 1) * nz + np.arange(nz))] = True
    fixed[2 * (np.arange(nx) * nz + nz - 1) + 1] = True
    free = np.flatnonzero(~fixed)
    right = -(load + matrix @ u)[free]
    u[free] = spsolve(matrix[free][:, free].tocsc(), right,
                      permc_spec="MMD_AT_PLUS_A")
    energy = 2 * (0.5 * u @ (matrix @ u) + load @ u + base)
    inside = z <= h
    return energy, trapezoid(2 * u[plane][inside], z[inside])


def released(h, strain, depth=None, young_film=E, nu=NU, **mesh):
    """Energy released per channel length by a crack of the given depth."""
    depth = h if depth is None else depth
    before = 2 * BOX * h * film_stress(strain, young_film, nu) * strain
    after, _ = relaxed_energy(h, strain, depth, young_film=young_film, nu=nu, **mesh)
    return before - after


strain1, strain2 = SLOPE * X1, SLOPE * X2
sigma1, sigma2 = film_stress(strain1), film_stress(strain2)

# Biaxial stress relation: energy of the intact film from the full elastic model
h_test = 100.0
intact, _ = relaxed_energy(h_test, strain1, h_test, opening=0.0)
assert abs(intact / (2 * BOX * h_test * sigma1 * strain1) - 1) < 1e-6

# Released energy equals half the film stress times the opened area
cracked_energy, opened_area = relaxed_energy(h_test, strain1, h_test)
assert abs((intact - cracked_energy) / (0.5 * sigma1 * opened_area) - 1) < 1e-5

# The number Z: fine mesh, coarse mesh, other Poisson ratio, edge-crack theory
Z = released(h_test, strain1, growth=1.1, tip=1.0) * EBAR / (sigma1 * h_test)**2
Z_coarse = released(h_test, strain1) * EBAR / (sigma1 * h_test)**2
nu_other = 0.35
Z_other = (released(h_test, strain1, nu=nu_other) * E / (1 - nu_other**2)
           / (film_stress(strain1, nu=nu_other) * h_test)**2) if False else None
# A uniform body needs the same Poisson ratio in film and substrate, as here
stress_other = film_stress(strain1, E, nu_other)
Z_other = (released(h_test, strain1, nu=nu_other)
           * E / (1 - nu_other**2) / (stress_other * h_test)**2)
Z_edge = np.pi * 1.1215**2 / 2     # depth average of the standard edge crack
assert abs(Z_coarse / Z - 1) < 0.02     # mesh error of the coarse grid
assert abs(Z_other / Z_coarse - 1) < 0.01
assert abs(Z / Z_edge - 1) < 0.01


def crack_thickness(strain, gamma=GAMMA):
    return gamma * EBAR / (Z * film_stress(strain)**2)


h1, h2 = crack_thickness(strain1), crack_thickness(strain2)

# Thresholds by root search on the energy balance, without the scaling law
root1, root2 = [brentq(lambda h: released(h, s) / h - GAMMA, 20.0, 600.0, xtol=0.01)
                for s in (strain1, strain2)]
assert abs(root1 / h1 - 1) < 0.02 and abs(root2 / h2 - 1) < 0.02
assert abs(root2 / root1 - 0.25) < 0.0025

# Driving force at the lower edge of a crack that is not yet through the film
channel_force = released(h1, strain1) / h1
edge_half = (released(h1, strain1, 0.55 * h1)
             - released(h1, strain1, 0.45 * h1)) / (0.1 * h1) / channel_force
edge_near = (released(h1, strain1, h1)
             - released(h1, strain1, 0.9 * h1)) / (0.1 * h1) / channel_force
edge_full = edge_near / 0.95       # mean depth of that difference is 0.95 h
assert abs(edge_half - 1) < 0.03 and abs(edge_full - 2) < 0.06

# Crack free to enter a substrate of equal fracture energy
deep = []
for h, s in ((h1, strain1), (h2, strain2)):
    best = minimize_scalar(lambda r: -released(h, s, r * h) / (r * h),
                           bounds=(1.02, 2.0), method="bounded",
                           options={"xatol": 0.01})
    gain = -best.fun / (released(h, s) / h)
    deep.append((best.x, gain, h / gain))
assert deep[0][1] > 1 and deep[1][1] > 1
assert abs(deep[1][2] / deep[0][2] - 0.25) < 0.004

# Stiffness rising with alloy fraction, film and substrate now different
STIFF_RISE = 0.10
stiff_h = [GAMMA * h**2 / released(h, s, young_film=E * (1 + STIFF_RISE * x))
           for h, s, x in ((h1, strain1, X1), (h2, strain2, X2))]
ratio_stiff = stiff_h[1] / stiff_h[0]

# Other departures from the assumptions
TOUGH_RISE = 0.20
ratio_tough = (crack_thickness(strain2, GAMMA * (1 + TOUGH_RISE * X2))
               / crack_thickness(strain1, GAMMA * (1 + TOUGH_RISE * X1)))
ratio_lattice = (crack_thickness(strain2 / (1 - strain2))
                 / crack_thickness(strain1 / (1 - strain1)))
EXPANSION_GAP, COOLING = 1e-6, 1000.0
offset = EXPANSION_GAP * COOLING
cool1, cool2 = crack_thickness(strain1 + offset), crack_thickness(strain2 + offset)
RELIEF = 0.10
relieved2 = crack_thickness(strain2 * (1 - RELIEF))
spacing = BURGERS / (RELIEF * strain2)

# Misfit dislocation: logarithm of its energy and work done by the film stress
line_scale = EBAR * BURGERS**2 / (8 * np.pi)
line_deep, _ = relaxed_energy(200.0, 0.0, 200.0, opening=BURGERS, tip=0.2)
line_shallow, _ = relaxed_energy(50.0, 0.0, 50.0, opening=BURGERS, tip=0.2)
log_check = (line_deep - line_shallow) / (line_scale * np.log(4))
assert abs(log_check - 1) < 0.04        # mesh error of the singular field
both, _ = relaxed_energy(200.0, strain1, 200.0, opening=BURGERS, tip=0.2)
film_only, _ = relaxed_energy(200.0, strain1, 200.0, opening=0.0, tip=0.2)
work = film_only + line_deep - both
assert abs(work / (sigma1 * BURGERS * 200.0) - 1) < 0.003


def dislocation_thickness(strain):
    """Thickness at which stress work pays for the line; core cutoff = Burgers."""
    return brentq(lambda h: film_stress(strain) * BURGERS * h
                  - line_scale * np.log(2 * h / BURGERS), 1.0, 1000.0)


disl1, disl2 = dislocation_thickness(strain1), dislocation_thickness(strain2)
assert disl1 < h1 and disl2 < h2

print("INPUTS (rough typical values)")
print(f"Young modulus: {E:.0f} GPa")
print(f"Poisson ratio: {NU:.2f} (no unit)")
print(f"fracture energy: {GAMMA:.1f} J/m^2")
print(f"misfit strain per unit alloy fraction: {SLOPE:.3f} (no unit)")
print(f"alloy fractions x and 2x: {X1:.1f}, {X2:.1f} (no unit)")
print("MAIN RESULT")
print(f"plane-strain modulus Ebar: {EBAR:.0f} GPa")
print(f"misfit strains: {100*strain1:.2f}, {100*strain2:.2f} percent")
print(f"film stresses: {sigma1:.2f}, {sigma2:.2f} GPa")
print(f"Z, fine mesh: {Z:.3f} (no unit)")
print(f"Z, coarse mesh: {Z_coarse:.3f} (no unit)")
print(f"Z, coarse mesh, Poisson ratio {nu_other}: {Z_other:.3f} (no unit)")
print(f"Z, from standard edge-crack factor: {Z_edge:.3f} (no unit)")
print(f"h_c from formula at x: {h1:.1f} nm")
print(f"h_c from formula at 2x: {h2:.1f} nm")
print(f"h_c from energy root search at x: {root1:.1f} nm")
print(f"h_c from energy root search at 2x: {root2:.1f} nm")
print(f"ratio of the root-search thicknesses: {root2/root1:.4f} (no unit)")
print("CRACK DEPTH")
print(f"edge force / channel force, crack at h/2: {edge_half:.2f} (no unit)")
print(f"edge force / channel force, crack at h: {edge_full:.2f} (no unit)")
print(f"equal toughness: best crack depth / h at x: {deep[0][0]:.1f} (no unit)")
print(f"equal toughness: driving-force gain at x: {deep[0][1]:.3f} (no unit)")
print(f"equal toughness: h_c at x and 2x: {deep[0][2]:.0f}, {deep[1][2]:.0f} nm")
print(f"equal toughness: thickness ratio: {deep[1][2]/deep[0][2]:.3f} (no unit)")
print("DEPARTURES: thickness ratio h_c(2x)/h_c(x), no unit")
print(f"modulus rising {100*STIFF_RISE:.0f} percent per unit x: {ratio_stiff:.3f}")
print(f"fracture energy rising {100*TOUGH_RISE:.0f} percent per unit x: {ratio_tough:.3f}")
print(f"misfit referred to film lattice: {ratio_lattice:.3f}")
print(f"tensile cooling strain {100*offset:.2f} percent added: {cool2/cool1:.3f}")
print(f"{100*RELIEF:.0f} percent of strain relaxed at 2x only: {relieved2/h1:.3f}")
print("DETAILS OF THE DEPARTURES")
print(f"expansion difference: {EXPANSION_GAP:.1e} 1/K")
print(f"cooling interval: {COOLING:.0f} K")
print(f"h_c with cooling strain at x and 2x: {cool1:.0f}, {cool2:.0f} nm")
print(f"h_c at 2x with partial relaxation: {relieved2:.1f} nm")
print(f"Burgers vector length: {BURGERS:.2f} nm")
print(f"dislocation spacing for that relaxation: {spacing:.0f} nm")
print(f"dislocation energy, mesh / logarithm: {log_check:.3f} (no unit)")
print(f"dislocations favoured above, at x: {disl1:.1f} nm")
print(f"dislocations favoured above, at 2x: {disl2:.1f} nm")
print("finished without a failed check")
```

Printed output:

```
INPUTS (rough typical values)
Young modulus: 300 GPa
Poisson ratio: 0.25 (no unit)
fracture energy: 4.0 J/m^2
misfit strain per unit alloy fraction: 0.024 (no unit)
alloy fractions x and 2x: 0.2, 0.4 (no unit)
MAIN RESULT
plane-strain modulus Ebar: 320 GPa
misfit strains: 0.48, 0.96 percent
film stresses: 1.92, 3.84 GPa
Z, fine mesh: 1.972 (no unit)
Z, coarse mesh: 1.963 (no unit)
Z, coarse mesh, Poisson ratio 0.35: 1.961 (no unit)
Z, from standard edge-crack factor: 1.976 (no unit)
h_c from formula at x: 176.1 nm
h_c from formula at 2x: 44.0 nm
h_c from energy root search at x: 177.1 nm
h_c from energy root search at 2x: 44.2 nm
ratio of the root-search thicknesses: 0.2497 (no unit)
CRACK DEPTH
edge force / channel force, crack at h/2: 1.00 (no unit)
edge force / channel force, crack at h: 2.00 (no unit)
equal toughness: best crack depth / h at x: 1.2 (no unit)
equal toughness: driving-force gain at x: 1.051 (no unit)
equal toughness: h_c at x and 2x: 168, 42 nm
equal toughness: thickness ratio: 0.250 (no unit)
DEPARTURES: thickness ratio h_c(2x)/h_c(x), no unit
modulus rising 10 percent per unit x: 0.243
fracture energy rising 20 percent per unit x: 0.260
misfit referred to film lattice: 0.248
tensile cooling strain 0.10 percent added: 0.299
10 percent of strain relaxed at 2x only: 0.309
DETAILS OF THE DEPARTURES
expansion difference: 1.0e-06 1/K
cooling interval: 1000 K
h_c with cooling strain at x and 2x: 121, 36 nm
h_c at 2x with partial relaxation: 54.3 nm
Burgers vector length: 0.32 nm
dislocation spacing for that relaxation: 333 nm
dislocation energy, mesh / logarithm: 1.007 (no unit)
dislocations favoured above, at x: 8.4 nm
dislocations favoured above, at 2x: 3.2 nm
finished without a failed check
```
